Why a zero-misfit ferroelectric film is not a free crystal

**Q:** My film grows coherently on a substrate whose lattice constant equals that of the film's cubic phase. The misfit strain is zero, so nothing stretches or compresses the film. I therefore describe it with the Landau energy of the free crystal. Is anything wrong with that?

**A:** It gives the right energy for the nonpolar state. It generally fails for polar states, because a polar crystal wants a different shape, and so it can also misjudge the temperature at which the film becomes polar. Zero misfit fixes the in-plane strain at zero; it does not fix the in-plane stress at zero. A free crystal has the second condition, your film the first.

**Q:** I would have called those the same condition. Can you show the difference in the energy?

**A:** Let u be the polar displacement and η the six strains in Voigt notation, with engineering shears, measured from the cubic cell at the same temperature. I assume mean-field theory, a uniform single-domain state, linear elasticity, and electrodes in short circuit, so that no macroscopic field acts. I also assume that film and free crystal always reach their single-domain state of lowest energy, which leaves out hysteresis. The energy per reference cell at given u and η is

E(u,η) = α|u|² + W(u) + c|u|⁶ + ½ηᵀCη − ηᵀg(u), α = a(T − T0).

Here a and c are positive, W is the quartic energy at fixed strain, and C is the stiffness. The force g on the strain is quadratic in u:

g1 = g11 ux² + g12(uy² + uz²), g6 = g44 ux uy,

and cyclically for the rest. Define η⁰ = C⁻¹g. Then Cη⁰ = g, and since C is symmetric,

½(η − η⁰)ᵀC(η − η⁰) = ½ηᵀCη − ηᵀg + ½gᵀC⁻¹g.

Solving for the strain terms in E gives

E = F_free(u) + ½(η − η⁰)ᵀC(η − η⁰),
F_free = α|u|² + W − ½gᵀC⁻¹g + c|u|⁶.

A free crystal minimizes over all strains. C is positive definite, so it takes η = η⁰, the spontaneous strain, and its energy is F_free. In components,

η⁰1 = q11 ux² + q12(uy² + uz²),
η⁰2 = q11 uy² + q12(ux² + uz²),
η⁰6 = q44 ux uy.

**Q:** And the film cannot take η = η⁰?

**A:** Not in general. I take the film normal, z, to be a cube axis; other orientations have other coefficients. The substrate, taken as rigid, holds η1 = η2 = e and η6 = 0, where e is the misfit strain. The top face is free, so η3, η4 and η5 adjust until their stresses vanish.

Write v = η − η⁰ and τ = Cv, the stress. Its out-of-plane components are zero. Let d be the in-plane part of v, let t be the in-plane part of τ, and let S = C⁻¹ be the compliance. From v = Sτ, only the in-plane block of S connects d and t:

d = S_in t, so t = Md with M = (S_in)⁻¹.

The elastic energy is ½vᵀCv = ½vᵀτ = ½dᵀt, because the other stresses vanish. Hence

F_film(u; e) = F_free(u) + ½dᵀMd,
d = (e − η⁰1, e − η⁰2, −η⁰6).

For a cubic crystal S_in has s11 twice on the diagonal, s12 between components 1 and 2, and s44 for component 6. Its inverse has

M11 = M22 = s11/(s11² − s12²), M12 = −s12/(s11² − s12²), M66 = 1/s44.

I shall often need the sum

K = M11 + M12 = (s11 − s12)/(s11² − s12²) = 1/(s11 + s12).

**Q:** Now set e = 0. Which Landau coefficients change?

**A:** Take u along the film normal z first. Then η⁰1 = η⁰2 = q12u² and η⁰6 = 0, so both normal components of d equal e − q12u². The extra energy is

½(e − q12u²)² · 2(M11 + M12) = K(e − q12u²)²
= Ke² − 2Ke q12u² + Kq12²u⁴.

The first term does not depend on u. The second shifts the quadratic coefficient and vanishes with e. The third contains no e at all, so it remains at zero misfit. If b is the free quartic coefficient along a cube axis, the film has

B33 = b + q12²/(s11 + s12).

The shift is positive, since K is positive in a stable crystal, unless q12 = 0. In that special case a displacement along z produces no in-plane strain, and the substrate has nothing to resist.

**Q:** What about other directions of u? I don't want to assume that the film polarizes along its normal.

**A:** Put x = ux², y = uy², z = uz² and write the free quartic energy as

b(x² + y² + z²) + b2(xy + yz + zx).

At e = 0 the extra energy is

½M11(η⁰1² + η⁰2²) + M12 η⁰1η⁰2 + η⁰6²/(2s44).

Insert the spontaneous strains and collect powers. For x², the sum of squares gives q11² + q12² and the product gives q11q12. For xz, the sum of squares gives 2q12(q11 + q12) and the product gives q12(q11 + q12). For xy, they give 4q11q12 and q11² + q12², and the shear adds its own term. Thus

B11 = b + ½M11(q11² + q12²) + M12q11q12,
B13 = b2 + Kq12(q11 + q12),
B12 = b2 + 2M11q11q12 + M12(q11² + q12²) + q44²/(2s44).

The film's quartic energy is

B11(x² + y²) + B33z² + B12xy + B13(x + y)z.

It has tetragonal symmetry although e = 0: the substrate singles out the normal. The quadratic and sextic terms are those of the free crystal.

**Q:** So above the transition I could not tell the two apart?

**A:** Not by the linear response of u. At u = 0 the curvature of both energies is 2α in every direction. Agreement there tests the quadratic coefficient and says nothing about the quartic ones.

**Q:** A larger quartic coefficient sounds like a correction to the size of u. Can it do more?

**A:** It can change the order of the transition. Since x² + y² + z² = |u|⁴ − 2(xy + yz + zx), the free quartic energy is

b|u|⁴ + (b2 − 2b)(xy + yz + zx).

For b2 > 2b the cube axes are therefore the softest directions. The sextic term is isotropic in this model, so it does not alter that choice. Along an axis

F_free = u²(α + bu² + cu⁴).

If b < 0, a polar state is as low as the nonpolar one when α = −bu² − cu⁴. The largest α for which this is possible is the maximum of the right-hand side over u². It lies at u² = −b/(2c) and has the value b²/(4c). The free crystal thus transforms at

T1 = T0 + b²/(4ac), with a jump u² = −b/(2c).

This is a first-order transition. If the film's quartic energy is positive in every direction, F_film is positive for every nonzero u when α ≥ 0. The film then stays nonpolar down to T0. Below T0, with B the smallest quartic coefficient over directions and r = |u|², the minimum obeys

α + 2Br + 3cr² = 0,
r = [−B + √(B² − 3αc)]/(3c).

This r goes to zero as α does, so the transition is continuous.

**Q:** Give me a case with numbers.

**A:** I take a model with round parameters that stands for no particular material. The stiffnesses C11, C12, C44 are 120, 40, 50 eV, and the couplings g11, g12, g44 are 72, −16, 20 eV/Å². They give q11 = 0.8, q12 = −0.3, q44 = 0.4 Å⁻². As a check, C11q11 + 2C12q12 = 96 − 24 = 72, which is g11.

The fixed-strain quartic coefficient along an axis is 27.6 eV/Å⁴. Strain relaxation in the free crystal lowers it by ½(g11q11 + 2g12q12) = ½(57.6 + 9.6) = 33.6, so

b = 27.6 − 33.6 = −6 eV/Å⁴.

The cross coefficient is b2 = 40 eV/Å⁴. With s11 + s12 = 0.0075 eV⁻¹, K is 133.3 eV, and the film has

B33 = −6 + 133.3 × 0.09 = −6 + 12 = 6 eV/Å⁴.

Along the normal the film thus lies between the free crystal and a crystal with all strains held. The same ordering holds for the energy at any given u, though not for each cross coefficient separately. Its other coefficients, B11 = 26.5, B12 = 12.3 and B13 = 20 eV/Å⁴, are positive too.

Take c = 300 eV/Å⁶, a = 0.002 eV/(Å² K) and T0 = 400 K. The free crystal transforms at

T1 = 400 + 36/(4 × 300 × 0.002) = 400 + 15 = 415 K,

and u jumps to √(6/600) = 0.1 Å. The film transforms continuously at 400 K. A search over directions and sizes of u, listed in the numerical output, agrees with both results within its grid resolution.

**Q:** What happens to the film at 415 K, where the free crystal has just jumped?

**A:** Take u along the film normal, the film's softest direction here. The free crystal's in-plane strain would then be −0.3 × 0.01 = −0.003. Keeping it at zero costs 12 × (0.1)⁴ = 0.0012 eV per cell. In the free crystal the polar state has only just become as low as the nonpolar one, so in the film it lies higher by that amount.

The difference persists on cooling. At 410 K the free crystal has u = 0.107 Å and the film has u = 0. At 390 K, α = −0.02 eV/Å² and −3αc = 18, so

free: r = (6 + √54)/900 = 0.0148 Å², u = 0.122 Å,
film: r = (−6 + √54)/900 = 0.0015 Å², u = 0.039 Å.

**Q:** Then may I say that clamping makes the transition continuous?

**A:** Only within a window. If the cube axes are the free crystal's softest directions (b2 > 2b) and B11, B12 and B13 are positive, you need B33 ≥ 0 while b < 0:

−q12²/(s11 + s12) ≤ b < 0.

At the lower end B33 = 0, and below T0 the sextic term alone sets the size along the normal, u⁴ = −α/(3c), which still goes to zero with α. In this model the window is −12 ≤ b < 0 in eV/Å⁴. Lower b to −15 and keep b2. Then B33 = −3 and both transitions are first order: the free crystal transforms at 493.75 K with a jump of 0.158 Å, the film at 403.75 K with a jump of 0.071 Å. Clamping has weakened the discontinuity without removing it.

**Q:** Could zero-misfit clamping also work the other way and make a continuous transition first order?

**A:** Not under these assumptions. At e = 0 the extra energy ½dᵀMd is never negative, so F_film ≥ F_free for every u. If no polar state of the free crystal lies below the nonpolar one, none does in the film, and the film's transition temperature cannot be the higher one. If the free quartic energy is positive in every direction, so is the film's, and the film's transition is continuous at T0.

**Q:** So if my free crystal already has a continuous transition, I can ignore the clamping?

**A:** No. The transition temperature and the order then agree, but the size of u generally differs, and its direction may differ as well. Raise b to 4 eV/Å⁴ and keep b2 = 40. The free crystal polarizes along a cube axis, because 40 > 2 × 4. The film has B33 = 16 and B11 = 36.5 eV/Å⁴, with B12 and B13 as before.

Let p = (x + y)/|u|² be the in-plane fraction. For |u| = 1 the in-plane quartic energy is B11p² − (2B11 − B12)xy. As B12 < 2B11, it is lowest when xy is largest, at x = y = p/2, where it equals Dp² with

D = (2B11 + B12)/4 = 21.3 eV/Å⁴.

What remains is

f(p) = Dp² + B33(1 − p)² + B13p(1 − p).

Setting f′(p) = 2(D + B33 − B13)p − (2B33 − B13) to zero gives

p = (2B33 − B13)/[2(D + B33 − B13)] = 12/(2 × 17.33) = 0.346.

The coefficient of p² in f is positive, so this is a minimum. The angle from the normal follows from sin²θ = p, which gives θ = 36°. The smallest quartic coefficient is 13.9 eV/Å⁴, against 16 along the normal.

The strain explains the gain. For x = y both in-plane normal strains are

[½(q11 + q12)p + q12(1 − p)]|u|².

The bracket is −0.3 Å⁻² at p = 0 and about −0.11 Å⁻² at p = 0.346. Tilting brings the preferred in-plane shape closer to the one the substrate imposes.

**Q:** Does that affect the main case too?

**A:** There 2B33 = 12 is less than B13 = 20. With D = 16.3, f(p) = 6 + 8p + 2.3p², which is smallest at p = 0, so u lies along the normal. The tilt begins when 2B33 exceeds B13, that is, for b > −2 eV/Å⁴ at these other parameters. The upper end of the window, −2 < b < 0, therefore has a continuous transition into a tilted state.

**Q:** Suppose I give up zero misfit and choose a substrate that matches the polar crystal. Do I then recover the free crystal?

**A:** You recover its states with u along the normal, up or down, at one temperature. At 400 K α = 0, and the free crystal has u0² = 12/900 = 0.0133 Å², so u0 = 0.1155 Å. With u0 along z its in-plane strain is −0.3 × 0.0133 = −0.004. Choose e = −0.004. The extra energy vanishes at u0 and is nowhere negative, so the film's lowest state has the same u and the same energy, −0.00036 eV per cell.

The surroundings of that minimum differ along the normal. The curvature for a small in-plane displacement is unchanged, because the extra energy starts at fourth order in ux and uy there. For u along z the extra energy is Kq12²(u² − u0²)². Its first derivative is 4Kq12²u(u² − u0²), and its second derivative at u0 is

8Kq12²u0² = 8 × 12 × 0.0133 = 1.28 eV/Å².

The free curvature is 12bu0² + 30cu0⁴ = −0.96 + 1.60 = 0.64 eV/Å², so the film has 1.92 eV/Å², three times as much. A small field along z couples linearly to u and displaces it by an amount inversely proportional to the curvature. The film responds with one third of the free displacement.

**Q:** And at other temperatures?

**A:** The match is lost, because u0 of the free crystal changes with temperature while e stays fixed. The film's quadratic coefficient along z is now

α − 2Ke q12 = α − 0.32 eV/Å²,

which vanishes 0.32/0.002 = 160 K above T0. The in-plane coefficient is α − Ke(q11 + q12) = α + 0.27 eV/Å², so the normal goes soft first. The matched film becomes polar at 560 K, continuously, since its quartic coefficients have not changed. The free crystal does so at 415 K, with a jump.

**Q:** When should I distrust this analysis for a real film?

**A:** When one of its assumptions fails. If film and substrate expand differently on heating, e is zero at one temperature and not at another, and the quadratic shift returns. If dislocations relax the film, or if it splits into domains whose spontaneous in-plane strains differ, the in-plane strain need not be uniform or equal to the misfit strain, and the quartic shifts derived here need not apply. The main case shows how much this can matter. Domains with u along z and along x fit together on {101} walls. Mixing them adjusts the average η⁰1 until its stress vanishes, while η⁰2 stays q12u². The extra energy is then q12²u⁴/(2s11) = 4.5u⁴ instead of 12u⁴, and the effective quartic coefficient is −6 + 4.5 = −1.5 eV/Å⁴. If the energies of the walls and of the strained layer at the interface are negligible, the limit a thick film approaches, this twin lies below the single-domain state and appears with a jump, near 401 K. The continuous transition found above belongs to a film that stays single-domain. Imperfect screening adds an electrostatic energy quadratic in uz, so the quadratic coefficient along the normal then differs from that of the short-circuited crystal.

**Q:** Then what may I carry over from the free crystal to my zero-misfit film?

**A:** Within this model, the quadratic and sextic coefficients. The quartic ones have to be recalculated from the compliances and the spontaneous strains, and the order of the transition and the polar direction read from the result.

Numbers as computed

```
Stiffness C11, C12, C44: 120, 40, 50 eV
Coupling g11, g12, g44: 72, -16, 20 eV/A^2
Fixed-strain quartic, axis and cross: 27.6, 14.4 eV/A^4
Sextic coefficient c: 300 eV/A^6
Slope a: 0.002 eV/(A^2 K);  T0: 400 K
q11, q12, q44: 0.800, -0.300, 0.400 1/A^2
s11, s12, s44: 0.010000, -0.002500, 0.020000 1/eV
1/(s11+s12): 133.333 eV
Free quartic b (axis), b2 (cross): -6.000, 40.000 eV/A^4
Clamping shift q12^2/(s11+s12): 12.000 eV/A^4
Film B33, B11: 6.000, 26.533 eV/A^4
Film B13, B12: 20.000, 12.267 eV/A^4
Smallest quartic over directions, free: -6.000 eV/A^4
Smallest quartic over directions, film: 6.000 eV/A^4
Transitions at zero misfit (main case, then two variants);
a jump equal to the grid step 0.0005 A means continuous:
  free: axis quartic -6.00 eV/A^4, T = 415.00 K, jump 0.1000 A
  film: axis quartic 6.00 eV/A^4, T = 400.00 K, jump 0.0005 A
  free: axis quartic -15.00 eV/A^4, T = 493.75 K, jump 0.1580 A
  film: axis quartic -3.00 eV/A^4, T = 403.75 K, jump 0.0705 A
  free: axis quartic 4.00 eV/A^4, T = 400.00 K, jump 0.0005 A
  film: axis quartic 16.00 eV/A^4, T = 400.00 K, jump 0.0005 A
Film in the same three cases, softest direction:
  smallest quartic 6.00 eV/A^4, 0.00 degrees from the normal
  smallest quartic -3.00 eV/A^4, 0.00 degrees from the normal
  smallest quartic 13.92 eV/A^4, 36.04 degrees from the normal
Free crystal at its transition: in-plane strain -0.00300, normal strain 0.00800
Clamping energy at that displacement: 0.001200 eV per cell
Equilibrium displacement at zero misfit:
  free at 390 K: 0.1218 A
  film at 390 K: 0.0387 A
  free at 410 K: 0.1067 A
  film at 410 K: 0.0000 A
Matched case at 400 K: u0 = 0.1155 A, misfit = -0.00400
  minimum energy, free and film: -0.0003556, -0.0003556 eV
  curvature, free and film: 0.640, 1.920 eV/A^2
  curvature ratio film/free: 3.000
  transition of the film at this misfit: 560.00 K
```
